# Silicon-hydrogen stretch anharmonicity from an isotope pair, and its error amplification

## Problem

A hydrogen-terminated silicon surface shows a Si-H stretching fundamental at $\nu_H=2084\ \mathrm{cm^{-1}}$. After exchange of hydrogen for deuterium the line lies at $\nu_D=1515\ \mathrm{cm^{-1}}$. Treat each bond as a diatomic oscillator, with atomic masses $m_H=1.00783$ u, $m_D=2.01410$ u and $M=27.97693$ u for silicon-28.

(a) Find the vibrational levels of a Morse well, and show how their harmonic and anharmonic parts depend on the reduced mass.

(b) Infer the anharmonicity $x$ and the harmonic wavenumber $w$ of the hydride from the two lines.

(c) Find how errors in the lines pass into $x$. Distinguish independent errors, a common scale error and a common offset. Compare with the use of an overtone.

(d) Find how $x$ responds to the assumed mass ratio, and what happens if silicon is taken as immovable.

(e) Estimate how far the lattice, the bending vibrations and dipole coupling between neighbouring bonds bias the diatomic result.

## Solution

### (a) Levels and their mass dependence

Let $q$ be the bond stretch from equilibrium and $\mu=mM/(m+M)$ the reduced mass, with $m$ the mass of H or D. In the Born-Oppenheimer approximation the electrons provide one potential for both isotopes. Take it to be

$$V(q)=D(1-e^{-aq})^2,$$

with depth $D$ and range parameter $a$. The equation to solve is

$$-\frac{\hbar^2}{2\mu}\frac{d^2\psi}{dq^2}+V\psi=E\psi .$$

Define $\lambda=\sqrt{2\mu D}/(\hbar a)$ and $z=2\lambda e^{-aq}$. Since $d/dq=-a\,z\,d/dz$, write $\theta=z\,d/dz$, so that $d^2/dq^2=a^2\theta^2$. Division by $\hbar^2a^2/2\mu$ gives

$$\theta^2\psi+\left(-s^2+\lambda z-\frac{z^2}{4}\right)\psi=0,\qquad s^2=\lambda^2-\frac{2\mu E}{\hbar^2a^2}.$$

For large $q$, $z\to0$ and a bound state must behave as $z^s$ with $s>0$. For very negative $q$, $z\to\infty$ and it must decay as $e^{-z/2}$. So set $\psi=z^se^{-z/2}f(z)$. Acting on $f$, the operator $\theta$ becomes $\theta+s-z/2$, and its square gives

$$\theta^2f+(2s-z)\theta f+\left(\lambda-s-\tfrac12\right)zf=0.$$

Insert $f=\sum_k c_kz^k$ and collect the coefficient of $z^k$:

$$k(k+2s)c_k=\left(k-1+s+\tfrac12-\lambda\right)c_{k-1}.$$

If the series did not end, $c_k/c_{k-1}$ would approach $1/k$. Then $f$ would grow like $e^z$ and $\psi$ would diverge. The series must therefore end at some power $v=0,1,2,\dots$, which requires $s=\lambda-v-\frac12$. Hence

$$E_v=\frac{\hbar^2a^2}{2\mu}(\lambda^2-s^2)
=\frac{\hbar^2a^2}{2\mu}\left[2\lambda\left(v+\tfrac12\right)-\left(v+\tfrac12\right)^2\right].$$

Here $q$ runs over the whole line. The true bond length cannot be negative, but the low states are negligible there. Division by $hc=2\pi\hbar c$ gives levels in wavenumbers,

$$G(v)=w\left(v+\tfrac12\right)-x\left(v+\tfrac12\right)^2,$$

$$w=\frac{a}{2\pi c}\sqrt{\frac{2D}{\mu}},\qquad x=\frac{\hbar a^2}{4\pi c\mu}.$$

With $D$ and $a$ fixed, $w\propto\mu^{-1/2}$ and $x\propto\mu^{-1}$. The sign convention makes $x$ positive when the levels crowd together upwards.

The scaling is not special to Morse at leading order. Consider a smooth well $\frac12kq^2+gq^3+jq^4$ with angular frequency $\omega=\sqrt{k/\mu}$ and length $\ell=\sqrt{\hbar/\mu\omega}$. The quartic term acts in first order, and the cubic term in second order, because its diagonal elements vanish. The oscillator matrix elements give

$$\Delta E_v=\frac{3j\ell^4}{4}(2v^2+2v+1)-\frac{g^2\ell^6}{8\hbar\omega}(30v^2+30v+11).$$

Each bracket is a constant plus a multiple of $(v+\frac12)^2$. Since $\ell^4\propto\mu^{-1}$ and $\ell^6/\omega\propto\mu^{-3/2}\mu^{1/2}=\mu^{-1}$, both contributions scale as $\mu^{-1}$. The constants cancel in transition energies. Higher orders bring other powers of $\mu$.

### (b) Inference from the two lines

From here on $w$ and $x$ refer to the hydride. Define $\rho=\sqrt{\mu_H/\mu_D}$. The deuteride has harmonic wavenumber $\rho w$ and anharmonicity $\rho^2x$. A fundamental is

$$G(1)-G(0)=w-x\left(\tfrac94-\tfrac14\right)=w-2x,$$

so that

$$\nu_H=w-2x,\qquad \nu_D=\rho w-2\rho^2x.$$

Multiply the first equation by $\rho$ and subtract it from the second. The harmonic terms cancel:

$$\nu_D-\rho\nu_H=2\rho x-2\rho^2x=2\rho(1-\rho)x.$$

Therefore

$$\boxed{x=\frac{\nu_D-\rho\nu_H}{2\rho(1-\rho)},\qquad w=\nu_H+2x.}$$

The masses give $\mu_H=0.97278$ u and $\mu_D=1.87884$ u, hence $\rho=0.71955$. Then

$$\nu_D-\rho\nu_H=1515-1499.55=15.45\ \mathrm{cm^{-1}},$$

$$x=\frac{15.45}{0.40359}=38.3\ \mathrm{cm^{-1}},\qquad
w=2084+76.6=2160.6\ \mathrm{cm^{-1}}.$$

For the deuteride the anharmonicity is $\rho^2x=19.8\ \mathrm{cm^{-1}}$. The positive remainder has a simple meaning: the deuteride line lies above the harmonic prediction $\rho\nu_H$, because anharmonicity lowers the lighter oscillator more strongly.

The expressions for $w$ and $x$ also give $D=hc\,w^2/(4x)$, here about 3.8 eV. This extrapolates from the bottom of the well to dissociation by assuming the Morse shape; it is not a measured bond energy.

Two numerical tests bear on the inference. Direct diagonalization of the Schrödinger equation in the inferred Morse well, once for each mass, returned 2084.000 and $1515.000\ \mathrm{cm^{-1}}$. The second test used a Kratzer well, proportional to $[q/(r_e+q)]^2$, with $r_e=1.5$ Å and the same harmonic wavenumber. The isotope formula gave $x=22.54\ \mathrm{cm^{-1}}$, while the curvature of its hydride levels, defined in part (c), gave $22.14\ \mathrm{cm^{-1}}$. The two differ by about 2%. Both lie below the leading coefficient of $(v+\frac12)^2$ for this well, $3\hbar/(4\pi c\mu r_e^2)=23.11\ \mathrm{cm^{-1}}$, the isotope value by 2.5% and the curvature by 4.2%. This shows the size of the higher-order terms in one case and is not a general bound.

### (c) Amplification of line errors

At fixed $\rho$ the result is linear in the two lines, with coefficients

$$\frac{\partial x}{\partial\nu_D}=\frac1{2\rho(1-\rho)}=2.478,$$

$$\frac{\partial x}{\partial\nu_H}=-\frac1{2(1-\rho)}=-1.783.$$

Independent standard errors of $1\ \mathrm{cm^{-1}}$ in each line give

$$\delta x=\sqrt{2.478^2+1.783^2}=3.05\ \mathrm{cm^{-1}},$$

or 8% of $x$, although each line is known to better than 0.1% of its own value. Because $w=\nu_H+2x$, its coefficients are $1-2(1.783)=-2.566$ and $2(2.478)=4.956$. The same errors therefore give $\delta w=5.58\ \mathrm{cm^{-1}}$.

Rounding to whole wavenumbers already matters. If each line may be wrong by up to $0.5\ \mathrm{cm^{-1}}$, the worst case has errors of opposite sign, and $x$ changes by

$$0.5\,(2.478+1.783)=2.13\ \mathrm{cm^{-1}}.$$

The amplification is more striking in relative terms. Dividing each fractional change of $x$ by the fractional change of one line gives

$$\frac{\nu_D}{x}\frac{\partial x}{\partial\nu_D}=\frac{\nu_D}{\nu_D-\rho\nu_H}=98,$$

$$\frac{\nu_H}{x}\frac{\partial x}{\partial\nu_H}=-\frac{\rho\nu_H}{\nu_D-\rho\nu_H}=-97.$$

The denominator is the small remainder of $15.45\ \mathrm{cm^{-1}}$, about 1% of either term in the subtraction. A 1% error in the deuteride line alone thus changes $x$ by 98%. If that line were lower by $15.45\ \mathrm{cm^{-1}}$, the inferred anharmonicity would vanish.

Not every error is amplified. The two relative coefficients add to one, as the expressions show. If a faulty wavenumber scale multiplies both lines by 1.01, $x$ is also multiplied by 1.01. If both lines are displaced by the same amount $d$, then

$$\delta x=\left[\frac1{2\rho(1-\rho)}-\frac1{2(1-\rho)}\right]d
=\frac{1-\rho}{2\rho(1-\rho)}d=\frac d{2\rho}=0.695\,d.$$

The offset is not amplified in absolute terms, although $1\ \mathrm{cm^{-1}}$ is still 1.8% of $x$. For line errors of a given size, those of opposite sign do the most harm.

Two limits locate the difficulty. As $\rho\to1$, the isotopes become indistinguishable in mass and both absolute coefficients diverge. As $x\to0$ at fixed $\rho$, the absolute coefficients stay finite but the relative ones diverge, since a finite error is then compared with a vanishing quantity.

An overtone reduces the absolute error in $x$. Let $\nu_{02}=G(2)-G(0)$. Then

$$\nu_{02}=2w-x\left(\tfrac{25}{4}-\tfrac14\right)=2w-6x,$$

$$\nu_H-\tfrac12\nu_{02}=(w-2x)-(w-3x)=x.$$

This is the level curvature used above for the Kratzer well. Independent errors of $1\ \mathrm{cm^{-1}}$ in the fundamental and overtone give $\sqrt{1+1/4}=1.12\ \mathrm{cm^{-1}}$ in $x$, instead of 3.05. No mass ratio is needed. The Morse result predicts the hydride overtone at $2(2084)-2(38.3)=4091.4\ \mathrm{cm^{-1}}$, where a measurement could test it. The comparison holds the line errors equal; a weak overtone may be harder to locate.

### (d) Error in the mass model

Write the result as $2\rho(1-\rho)x=\nu_D-\rho\nu_H$ and differentiate with respect to $\rho$ at fixed lines:

$$2\rho(1-\rho)\frac{dx}{d\rho}+2(1-2\rho)x=-\nu_H,$$

$$\frac{dx}{d\rho}=-\frac{\nu_H+2x(1-2\rho)}{2\rho(1-\rho)}.$$

An increase of $\rho$ by only 0.001 lowers $x$ by $5.08\ \mathrm{cm^{-1}}$. Replacing the silicon-28 mass by the natural average, 28.085 u, is harmless: it gives $x=38.5\ \mathrm{cm^{-1}}$.

Taking silicon as immovable is not harmless. The reduced masses become $m_H$ and $m_D$, so $\rho=\sqrt{m_H/m_D}=0.70738$, and the same lines give $x=98.6\ \mathrm{cm^{-1}}$. A change of less than 2% in $\rho$ has multiplied the answer by about 2.6. The choice between a free and an immovable silicon atom therefore needs a physical reason, which the first estimate in part (e) supplies.

### (e) What the diatomic model leaves out on a surface

Suppose a neglected effect shifts the two lines by $\Delta_H$ and $\Delta_D$. By linearity it contributes

$$b=\frac{\Delta_D-\rho\Delta_H}{2\rho(1-\rho)}$$

to the inferred $x$. A positive $b$ means that the diatomic analysis overstates the anharmonicity of the stretch itself.

**The silicon atom is tied to the lattice.** Let $u_1$ and $u_2$ be the displacements of hydrogen and silicon along the bond, and add a spring $K$ from silicon to a fixed wall:

$$V=\tfrac12k(u_1-u_2)^2+\tfrac12Ku_2^2.$$

For $K=0$ the stretch has $u_1=M/(m+M)$ and $u_2=-m/(m+M)$. Its mass norm is $mu_1^2+Mu_2^2=\mu$. To first order in $K$, the squared angular frequency rises by

$$\Delta(\omega^2)=\frac{Ku_2^2}{\mu}=\frac{Km}{M(m+M)}.$$

Write $K=M(2\pi c\nu_t)^2$, where $\nu_t$ is the wavenumber of silicon on its tether alone. Since $\Delta(\nu^2)\simeq2\nu\,\Delta\nu$,

$$\Delta\nu\simeq\frac{\nu_t^2}{2\nu}\,\frac{m}{m+M},$$

where $\nu$ is the harmonic stretch of the isotope concerned. Take the rough value $\nu_t=350\ \mathrm{cm^{-1}}$, which is typical of a silicon atom in the bulk. A surface atom held by three back bonds is softer along the normal. Since the shifts vary as $\nu_t^2$, a value of $250\ \mathrm{cm^{-1}}$ would halve the bias found below. The formula gives 0.99 and $2.65\ \mathrm{cm^{-1}}$ for H and D; solving the two-mass problem in full gives 1.01 and $2.77\ \mathrm{cm^{-1}}$. The bias from the full shifts is

$$b=\frac{2.77-0.71955(1.01)}{0.40359}\simeq5.1\ \mathrm{cm^{-1}}.$$

The stretch is so much faster than the tether that silicon recoils almost as a free atom. This favours the free-atom reduced mass. An immovable silicon atom is the opposite limit, $K\to\infty$. Even so, shifts of one to three wavenumbers in the lines become a bias of five in $x$.

**Bending vibrations depend on the stretch.** Suppose the force constant of each of two bends falls as $e^{-gq}$ when the bond lengthens. A bend in its ground state has energy $hc\nu_b/2$, half of it potential. Averaging over the bend gives, to first order, a stretch shift per bend of

$$\frac{\nu_b}{4}\left(\langle e^{-gq}\rangle_1-\langle e^{-gq}\rangle_0\right),$$

where the subscripts denote stretch states. The excited stretch has a longer mean bond length, and for the present parameters the shift is negative.

Take $\nu_b=630\ \mathrm{cm^{-1}}$ for H as a rough value, scale it by $\sqrt{m_H/m_D}$ to $446\ \mathrm{cm^{-1}}$ for D, and choose $g=1\ \text{Å}^{-1}$. Diagonalizing the coupled stretch and one bend, then doubling the shift, gives $-8.26$ and $-4.20\ \mathrm{cm^{-1}}$. The bias is $+4.3\ \mathrm{cm^{-1}}$. Doubling neglects any indirect interaction between the two bends. The estimate also leaves out the dependence of the bend's kinetic energy on bond length. For an angular motion about a fixed silicon atom that energy varies as $1/r^2$, with $r$ the bond length, and with $r$ near 1.49 Å it adds a bias of the same sign and similar size, raising the total for the bends to about $9\ \mathrm{cm^{-1}}$.

The positive sign follows from the mass scaling. Both $\nu_b$ and the leading change in mean bond length scale roughly as $\rho$, so $\Delta_D\simeq\rho^2\Delta_H$. Substitution gives

$$b\simeq\frac{\rho^2-\rho}{2\rho(1-\rho)}\Delta_H=-\frac{\Delta_H}{2}.$$

This is $4.1\ \mathrm{cm^{-1}}$, close to the full estimate. Stretch-bend coupling imitates stretch anharmonicity because it has nearly the same mass dependence.

At temperature $T$ a bend holds on average $\bar n=[e^{hc\nu_b/k_BT}-1]^{-1}$ quanta. Its mean potential energy grows by the factor $1+2\bar n$, and to leading order so does its shift of the stretch. At 300 K the additional shifts are $-0.85\ \mathrm{cm^{-1}}$ for H and $-1.12\ \mathrm{cm^{-1}}$ for D, whose softer bend is more populated. They change the bias by $-1.3\ \mathrm{cm^{-1}}$.

**Neighbouring bonds couple as dipoles.** Let every bond stand normal to the surface and carry a dynamic dipole $e^*q$. In Gaussian units, parallel dipoles normal to their separation $r_{ij}$ have the coupling $e^{*2}q_iq_j/r_{ij}^3$. It transfers one stretch quantum between sites with amplitude $e^{*2}|q_{01}|^2/r_{ij}^3$, where $q_{01}=\langle0|q|1\rangle$. The coupling also contains a static interaction between the mean stretches $\langle q\rangle$. It is of second order in the anharmonic lengthening and is left out here. In the uniform state all transfer amplitudes add in phase, and the line shifts by

$$\Delta\nu=\frac{e^{*2}S|q_{01}|^2}{hc},\qquad S=\sum_{j\ne i}\frac1{r_{ij}^3}.$$

For a triangular layer of spacing $d_s$, the sum is $S=11.034/d_s^3$. (The output label "S a^3" uses the letter a for this spacing, not for the Morse range parameter.) With $d_s=3.84$ Å and the chosen value $e^*=0.1e$, the shifts are 1.85 and $1.32\ \mathrm{cm^{-1}}$. They scale as $e^{*2}$, and the chosen value may be low: a Hartree-Fock dipole derivative for a Si-H bond of silane has a magnitude near $0.3e$, before any screening on the surface. With $e^*=0.2e$ every dipole shift and bias given here is four times larger.

In the harmonic approximation $|q_{01}|^2=\hbar/(2\mu\omega)\propto\mu^{-1/2}$, so $\Delta_D=\rho\Delta_H$ and $b=0$. The calculated bias of the transfer term for two full layers is only $-0.02\ \mathrm{cm^{-1}}$; the static term left out above would bring it to about $-0.1\ \mathrm{cm^{-1}}$, still negligible. If the deuteride is instead measured as a dilute species while the hydride layer is full, the D shift is missing and $x$ falls by $3.3\ \mathrm{cm^{-1}}$. The two spectra should therefore come from layers of equal isotopic completeness.

### Reading the result for a real surface

The input lines and the triangular spacing correspond to the regime of a monohydride-terminated Si(111) surface prepared by wet etching. The tether and bend values are rough, while the dynamic charge and bend softening are chosen to estimate sizes. What the real surface breaks is the isolation of the diatomic oscillator. For two full layers at 300 K, the tether and bend contributions add to about

$$5.1+4.3-1.3\simeq8\ \mathrm{cm^{-1}}.$$

With the softer tether of $250\ \mathrm{cm^{-1}}$, which suits a surface atom better, the sum would be about $6\ \mathrm{cm^{-1}}$. The $1/r^2$ kinetic term of the bends would add about $3\ \mathrm{cm^{-1}}$ to either sum at 300 K. Subtracting $8\ \mathrm{cm^{-1}}$ would move the stretch-only value from 38 to about $30\ \mathrm{cm^{-1}}$ within these models. This is a measure of sensitivity, not a corrected experimental value: the kinetic coupling of bends to the stretch, other surface phonons, electronic screening of the dipoles and Born-Oppenheimer corrections are left out.

The overtone helps here too. For an isolated bond, the tether and bend effects at leading order raise or lower level $v$ in proportion to $v+\tfrac12$. If the fundamental shifts by $\Delta$, the overtone shifts by $2\Delta$, and $\nu_H-\nu_{02}/2$ is unchanged. In a full layer, dipole coupling also matters. Two quanta on one bond lie $2x$ below two quanta on separate bonds, so they hardly transfer to neighbours. The coupling therefore shifts the fundamental but barely the overtone, and $\nu_H-\nu_{02}/2$ rises by about the dipole shift of the fundamental. A difference between the isotope and overtone values can thus reveal couplings outside the diatomic model, provided it exceeds the line errors and the higher-order terms.

The two fundamentals support an effective anharmonicity of $38\ \mathrm{cm^{-1}}$, with a standard error of $3\ \mathrm{cm^{-1}}$ if each line has an independent error of $1\ \mathrm{cm^{-1}}$. The possible model bias is larger than that error. The numerical output lists the values used in these estimates.

## Computed results

```
Input hydride line: 2084 cm^-1
Input deuteride line: 1515 cm^-1
Mass H: 1.00783 u
Mass D: 2.01410 u
Mass Si-28: 27.97693 u
Reduced mass SiH: 0.97278 u
Reduced mass SiD: 1.87884 u
rho: 0.71955 (no unit)
rho * nu_H: 1499.55 cm^-1
Remainder nu_D - rho nu_H: 15.45 cm^-1
Denominator 2 rho (1-rho): 0.40359 (no unit)
Anharmonicity x, hydride: 38.29 cm^-1
Anharmonicity, deuteride: 19.82 cm^-1
Harmonic w, hydride: 2160.6 cm^-1
Harmonic wavenumber, deuteride: 1554.6 cm^-1
Morse depth: 3.78 eV
Grid hydride line: 2084.000 cm^-1
Grid deuteride line: 1515.000 cm^-1
Grid hydride overtone 0-2: 4091.43 cm^-1
Kratzer x from isotopes: 22.54 cm^-1
Kratzer x from overtone: 22.14 cm^-1
dx/dnu_H: -1.783 (no unit)
dx/dnu_D: 2.478 (no unit)
x error, independent 1 cm^-1 errors: 3.05 cm^-1
w error, independent 1 cm^-1 errors: 5.58 cm^-1
Worst x error, 0.5 cm^-1 rounding: 2.13 cm^-1
Relative coefficient, H line: -97.0 (no unit)
Relative coefficient, D line: 98.0 (no unit)
x change, common 1% scale error: 1.00 %
x change, common 1 cm^-1 offset: 0.695 cm^-1
Overtone-method x error, 1 cm^-1: 1.12 cm^-1
x change for rho + 0.001: -5.08 cm^-1
x with natural mean Si mass: 38.51 cm^-1
rho with immovable Si: 0.70738 (no unit)
x with immovable Si: 98.61 cm^-1
Tether wavenumber, rough input: 350 cm^-1
Tether shift H: 1.01 cm^-1
Tether shift D: 2.77 cm^-1
Tether bias of x: 5.07 cm^-1
Bend H, rough input: 630 cm^-1
Bend D, scaled: 445.6 cm^-1
Bend softening g, chosen: 1.0 per angstrom
Two-bend zero-point shift H: -8.26 cm^-1
Two-bend zero-point shift D: -4.20 cm^-1
Bend zero-point bias of x: 4.33 cm^-1
Temperature: 300 K
Thermal bend shift H: -0.85 cm^-1
Thermal bend shift D: -1.12 cm^-1
Thermal bend bias of x: -1.27 cm^-1
Site spacing, rough input: 3.84 angstrom
Dynamic charge, chosen: 0.1 e
Triangular lattice sum S a^3: 11.034 (no unit)
Dipole shift H, full layer: 1.85 cm^-1
Dipole shift D, full layer: 1.32 cm^-1
Dipole bias, both layers full: -0.016 cm^-1
Change of x if D layer is dilute: -3.28 cm^-1
```
